\section*{Why the A1g and E2g Raman modes of MoS2 shift oppositely}

\section{The result}

As an MoS$_2$ film grows from one layer to many, its A$_{1g}$-like Raman line rises by roughly 5 cm$^{-1}$ and its E$_{2g}$-like line falls by roughly 2 cm$^{-1}$. In the model used here, two contributions compete in each mode. Springs between the layers raise the frequency; a small softening of the bonds inside a layer, caused by its neighbours, lowers it. For $N$ layers the Raman-weighted mean square frequency in the model below is
\begin{equation}
\langle\omega^2\rangle_N=\omega_1^2\left[1+\left(1-\frac1N\right)\left(\frac{2g}{r^2k}-\eta\right)\right],
\qquad \omega_1^2=\frac{rk}{m}.
\label{eq:main}
\end{equation}
Here $m$ and $M$ are the masses of the chalcogen X and the metal M, $k$ is the M--X force constant of the single layer, $g$ is the X--X force constant across a gap, and $\eta$ is the fractional softening of an M--X bond whose X atom faces another layer. Both constants are per in-plane cell and differ between out-of-plane and in-plane motion. The factor $r$ is 1 for the A mode and $1+2m/M$ for the E mode.

The A mode rises and the E mode falls when
\begin{equation}
\left(\frac{2g}{r^2k}\right)_{E}<\eta<\left(\frac{2g}{r^2k}\right)_{A},
\label{eq:window}
\end{equation}
if $\eta$ is the same for both directions. Interlayer springs with positive constants, at fixed intralayer constants, cannot produce the E trend.

\section{The single layer}

At zero in-plane wavevector all cells of an atomic plane move alike. The threefold axis and the vertical mirror planes decouple out-of-plane from in-plane motion, so each direction gives a linear chain of planes. In layer $j$, let $u_{j-}$, $v_j$ and $u_{j+}$ be the displacements of the lower X, the M and the upper X plane. The harmonic energy per in-plane cell is
\begin{align}
U={}&\frac12\sum_{j=1}^{N}\left[k_{j-}(v_j-u_{j-})^2+k_{j+}(u_{j+}-v_j)^2\right]\nonumber\\
&+\frac g2\sum_{j=1}^{N-1}(u_{j+1,-}-u_{j+})^2 .
\label{eq:energy}
\end{align}
A bond constant $k_{j\pm}$ equals $k$ at a free surface and $k(1-\eta)$ next to a gap. Direct X--X forces within a layer, M--X and M--M forces across a gap, long-range electric fields and forces beyond the nearest gap are left out.

For $N=1$ the A mode has $u_\pm=\pm a$ and $v=0$. The two bond forces on M cancel, and the upper X obeys $m\ddot a=-ka$, so $\omega_1^2=k/m$.

In the E mode both X planes move by $a$. A fixed centre of mass requires $2ma+Mv=0$, hence $v=-2ma/M$. Each bond is stretched by
\begin{equation}
a-v=a\left(1+\frac{2m}{M}\right)=ra ,
\end{equation}
and $m\ddot a=-kra$ gives $\omega_1^2=rk/m$. The equation for M agrees: the force on it is $2kra$, while $M\ddot v=-M\omega_1^2v=2m\omega_1^2a=2kra$.

The kinetic energy is $\tfrac12\mu\dot a^2$, with $\mu=2m$ for A and
\begin{equation}
\mu=2m+M\left(\frac{2m}{M}\right)^2=2m\left(1+\frac{2m}{M}\right)=2mr
\end{equation}
for E. With $r=1$ for A, the expressions $\mu=2mr$, stretch $ra$ and $\omega_1^2=rk/m$ hold for both modes.

\section{Which pattern the light selects}

In the 2H stacking, neighbouring layers are turned by $180^\circ$ about the normal. This turn reverses every in-plane component of a vector.

For the A mode the displacement is out of plane, and the in-plane polarizability carries two in-plane indices. The two signs cancel, so the Raman tensor is the same in every layer. For the E mode the derivative of the in-plane polarizability with respect to an in-plane displacement carries three in-plane indices. The product of three minus signs reverses the tensor from one layer to the next.

If the light has the same phase in all layers, the strongest response therefore belongs to equal breathing of all layers for A, and to displacements that alternate in sign for E. The other modes of a single layer do not enter for in-plane polarizations: they are either rigid translations or odd under the layer's horizontal mirror. This uses the Raman tensor of an isolated layer for each layer of the stack.

The two patterns look different but load the gap in the same way. For A, the upper X plane of one layer moves by $+a$ and the facing plane of the next by $-a$. For E, the facing planes also move by $+a$ and $-a$, because the whole pattern alternates. The gap spring is stretched by $2a$ in magnitude in both cases.

\section{First contribution: interlayer springs}

Set $\eta=0$. In the Raman pattern each gap stores the energy
\begin{equation}
U_{\rm gap}=\frac g2(2a)^2=2ga^2 .
\label{eq:gap}
\end{equation}
This is positive for both modes, so both are pushed up.

The conclusion does not depend on the chosen pattern. The gap energy is a sum of squares, so it adds a positive semidefinite matrix to the mass-weighted force matrix $D$. By the min--max principle, the $p$th lowest eigenvalue is the minimum, over all $p$-dimensional subspaces, of the largest value of $x^{T}Dx/x^{T}x$ in the subspace. The springs lower none of these quotients, hence no ordered eigenvalue falls. Since the uncoupled stack has the single-layer frequencies, each $N$ times, no component of the E branch can drop below the single-layer E frequency. A fall requires a change in the intralayer constants, or interlayer forces that are not positive springs.

\section{Second contribution: softened intralayer bonds}

Now set $g=0$ and keep $\eta>0$. A bond stretched by $ra$ loses the energy $\tfrac12\eta k(ra)^2$ when it is softened. Each gap softens two bonds, one on either side:
\begin{equation}
U_{\rm soft}=-2\cdot\frac12\eta k(ra)^2=-\eta kr^2a^2 .
\label{eq:soft}
\end{equation}
This lowers both modes. Read from the thick film towards the single layer, it says that bonds at a free surface are stiffer than bonds inside, and that thin films have a larger share of them.

At given $k$ and X amplitude, the factor $r^2$ makes this energy larger for the E mode. In that mode the metal moves against the chalcogens, so a given X displacement stretches the bond more, while the gap spring responds to the X displacement alone. The full bond energy grows by the same factor $r^2$, so softening alone changes $\omega^2$ by the same fraction in both modes; the larger stretch matters in the comparison with the gap spring. The equal fraction relies on the M--X bond being the only force within a layer. An unsoftened out-of-plane X--X spring $\kappa$ inside the layer gives $\omega_1^2=(k+2\kappa)/m$ for A and reduces the fraction to $\eta k/(k+2\kappa)$, while the E mode does not stretch such a spring.

The spring model takes $\eta$ as input. Relaxation of bonds at a surface and changed screening of Coulomb forces are possible origins, and the model does not decide between them.

\section{The two contributions together}

Let $|R\rangle$ be the normalized, mass-weighted Raman pattern and $|n\rangle$ the eigenvectors of $D$. The Raman weight of mode $n$ is $w_n=\langle R|n\rangle^2$, apart from frequency and thermal factors, which vary little within the narrow group of lines near $\omega_1$. The sum below also includes modes outside this group, such as the low-frequency ones, for which these factors differ. In the numerical example below, the modes outside the group carry less than 0.1\% of the total $w_n$ at $N=2$ and $N=10$, and leaving them out moves the mean by less than 0.05 cm$^{-1}$. Completeness of the eigenvectors gives
\begin{equation}
\sum_n w_n\omega_n^2=\sum_n\langle R|n\rangle\,\omega_n^2\,\langle n|R\rangle=\langle R|D|R\rangle .
\label{eq:sum}
\end{equation}
The weighted mean square frequency thus follows from the energy of one known pattern, without perturbation theory.

There are $2N$ bonds and $N-1$ gaps. The bonds at their full constant contribute $2N\cdot\tfrac12k(ra)^2=Nkr^2a^2$, and each gap contributes \eqref{eq:gap} and \eqref{eq:soft}:
\begin{equation}
U_R=Nkr^2a^2+(N-1)\left(2g-\eta kr^2\right)a^2 .
\end{equation}
The total modal mass is $2Nmr$, so $\langle R|D|R\rangle=U_R/(Nmra^2)$ and
\begin{equation}
\langle\omega^2\rangle_N=\frac{rk}{m}+\left(1-\frac1N\right)\frac{2g-\eta kr^2}{mr}.
\end{equation}
Dividing the second term by $\omega_1^2=rk/m$ turns its last factor into $2g/(r^2k)-\eta$, which is Eq.~\eqref{eq:main}. This formula was tested against full diagonalization for stacks of up to ten layers and several parameter sets.

The factor $1-1/N$ is the number of gaps per layer. It vanishes for a single layer, is one half for a bilayer and tends to one in the bulk. Thickness sets the fraction of the bulk shift in $\omega^2$ that is reached, and the contest within one gap, $2g$ against $\eta kr^2$, sets the sign and size of that bulk shift.

\section{Weighing the contributions in numbers}

Take a model stack with round masses $m=32$ u and $M=96$ u, so that $r=1+64/96=1.667$ for E. The chosen constants are $k=300$ and $g=7.5$ N/m out of plane, $k=165$ and $g=2.5$ N/m in plane, and a common $\eta=0.02$. They are not a computation of MoS$_2$. With one constant per direction the other out-of-plane optical mode of the layer falls at 515 cm$^{-1}$, against about 470 cm$^{-1}$ in MoS$_2$. Matching both out-of-plane frequencies needs $k\approx250$ and $\kappa\approx25$ N/m, which would lower the fractional softening of A from 0.020 to 0.017. Per gap,
\begin{align}
\text{A:}\quad &2g=15\ \text{N/m},& \eta kr^2&=6.0\ \text{N/m},\\
\text{E:}\quad &2g=5.0\ \text{N/m},& \eta kr^2&=3.30\times1.667^2=9.2\ \text{N/m}.
\end{align}
The springs win for A and the softening wins for E, although the fractional softening is the same.

The thresholds of \eqref{eq:window} are $15/300=0.050$ for A and $5.0/(1.667^2\times165)=0.0109$ for E. Their ratio of 4.6 has three parts. The weaker in-plane gap spring gives a factor 3 and the larger bond stretch a factor $r^2=2.8$; the smaller in-plane $k$ works the other way, by $165/300=0.55$.

The single-layer frequencies, as wavenumbers $\omega/(2\pi c)$, are 398.9 cm$^{-1}$ for A and 381.9 cm$^{-1}$ for E. In the bulk limit Eq.~\eqref{eq:main} gives
\begin{align}
\text{A:}\quad &398.9\,\sqrt{1+0.050-0.020}=404.8\ \text{cm}^{-1},\\
\text{E:}\quad &381.9\,\sqrt{1+0.0109-0.020}=380.2\ \text{cm}^{-1}.
\end{align}
Diagonalization of the periodic crystal gives the same values at this precision. Switching off one cause at a time gives these shifts from single layer to bulk, in cm$^{-1}$:

\begin{center}
\begin{tabular}{lccc}
mode & springs only & softening only & both\\
A & $+9.85$ & $-4.01$ & $+5.94$\\
E & $+2.09$ & $-3.84$ & $-1.72$
\end{tabular}
\end{center}

The softening acts almost equally on the two lines, because it enters \eqref{eq:main} as the same fraction $\eta$. The difference between the modes comes from the springs.

The separate shifts do not add up perfectly, because the contributions add in $\omega^2$. With $x=2g/(r^2k)$, the expansion $\sqrt{1+x-\eta}=1+\tfrac12(x-\eta)-\tfrac18(x-\eta)^2+\dots$ contains the cross term $+\tfrac14x\eta$. For A it amounts to $\tfrac14(0.050)(0.020)(398.9)=0.10$ cm$^{-1}$, which is the difference between $5.94$ and $9.85-4.01$.

The bilayer means are 401.9 and 381.05 cm$^{-1}$, half of the way to the bulk, as $1-1/N=\tfrac12$ demands.

\section{Fixing the springs separately}

The Raman shift of one mode contains $g$ and $\eta$ together and cannot determine both. The low-frequency modes of a bilayer supply $g$. When two rigid layers of mass $M+2m$ move against each other, the reduced mass is $(M+2m)/2$, and
\begin{equation}
\omega^2\simeq\frac{2g}{M+2m}.
\end{equation}
Rigid motion stretches no intralayer bond, so $\eta$ hardly matters. In the example the full chain gives 39.2 cm$^{-1}$ for breathing and 22.8 cm$^{-1}$ for shear, against 39.9 and 23.0 cm$^{-1}$ for rigid layers. The softening changes either by less than 0.02 cm$^{-1}$. With $g$ known, the single-layer and bulk frequencies yield
\begin{equation}
\eta=\frac{2g}{r^2k}-\left(\frac{\omega_\infty^2}{\omega_1^2}-1\right)
\end{equation}
for each direction separately, which also removes the assumption of a common $\eta$. The rigid-layer formula makes $g$ slightly too small. In the example the error is about 3\% for A, and it lowers the inferred $\eta$ from 0.020 to 0.018. Fitting $g$ to the low-frequency mode of the full chain avoids this. The procedure assumes that the X--X spring is the only force across the gap. A rigid-layer mode measures the sum of all interlayer forces, and M--X springs are stretched much less in the Raman patterns than in rigid motion. If they carried a tenth of the rigid-layer constant in the example, the inferred $\eta$ would be 0.024 for A and 0.021 for E instead of 0.020, so an $\eta$ extracted from measured frequencies is an effective value.

The bulk step carries a small correction for E. In the bulk Raman pattern every X plane feels the gap force $-2gu$, where $u$ is its displacement. For A these forces are opposite on the two X planes of a layer, and the pattern remains an eigenvector. For E they are equal, push the whole layer, and mix in some shear motion. Repulsion from the lower shear mode raises the E frequency slightly, so a little more softening is needed to cancel the springs: the diagonalized threshold is 0.01099 instead of 0.01091.

\section{Mean, peak and surface mode}

A film of $N$ layers has $N$ modes in each branch, and the mean in \eqref{eq:main} need not coincide with any of them. Let $s_j$ be the amplitude of layer $j$ relative to the Raman pattern, so that the pattern itself has all $s_j$ equal. The gap energy is then $\tfrac g2(s_j+s_{j+1})^2$. Neglecting mixing with other branches, the equation of motion is
\begin{equation}
\lambda s_j=hc_js_j+g(s_{j-1}+s_{j+1}),\qquad h=g-\eta kr^2,
\end{equation}
where $\lambda=2mr(\omega^2-\omega_1^2)$, $c_j$ is the number of neighbouring layers, and amplitudes outside the film are zero.

Far from the surfaces the solutions form a band with upper edge $2(h+g)$, the bulk Raman mode. Near a surface try $s_j=t^{\,j-1}$:
\begin{align}
\text{interior:}\quad &\lambda=2h+g\left(t+\frac1t\right),\\
\text{surface:}\quad &\lambda=h+gt .
\end{align}
Subtraction gives $h+g/t=0$, so $t=-g/h$ and $\lambda=h-g^2/h$. The solution decays inwards if $|h|>g$. A falling mode has $2g<\eta kr^2$, which is the same as $h<-g$; with softening confined to the bonds next to a gap, a falling line in a thick film therefore comes with a surface mode. It lies above the band by
\begin{equation}
h-\frac{g^2}{h}-2(h+g)=-\frac{(h+g)^2}{h}>0 .
\end{equation}

For E in the example, $h=-6.67$ N/m and $t=0.375$. At $N=10$ the highest E mode lies at 380.7 cm$^{-1}$, as the formula predicts, with a share of 0.86 in the two end layers, close to $1-t^2$. A mode confined to one surface has Raman weight
\begin{equation}
\frac1N\frac{\left(\sum_js_j\right)^2}{\sum_js_j^2}=\frac1N\frac{1-t^2}{(1-t)^2}=\frac1N\frac{1+t}{1-t},
\end{equation}
so the two surfaces together carry $0.2\times1.375/0.625=0.44$; diagonalization gives 0.435. In a finite film the two surface modes combine into one that is even and one that is odd in $s_j$ under exchange of the surfaces, and the even one carries all of this weight. This weight fades as $1/N$. The highest E mode of a thick film is thus not its bulk line. With a Lorentzian full width of 4 cm$^{-1}$ the components merge, and the E peak stays within 0.1 cm$^{-1}$ of the mean for the computed thicknesses, falling steadily with $N$.

For A, $h=7.5-6.0=1.5$ N/m is smaller than $g$, and no such surface mode exists. At $N=10$ one extended mode at 404.6 cm$^{-1}$ carries 0.87 of the weight. It lies above the mean of 404.25 cm$^{-1}$, so the remaining weight lies on average below it. The A peak accordingly runs up to 0.4 cm$^{-1}$ above the mean, and it rises steadily with $N$.

\section{Softening spread over the whole film}

Suppose instead that all bonds of an $N$-layer film have the same constant $k(1-\eta_N)$. The energy count then gives
\begin{equation}
\langle\omega^2\rangle_N=\omega_1^2\left[1-\eta_N+\left(1-\frac1N\right)\frac{2g}{r^2k}\right].
\end{equation}
With $\eta_N=\eta(1-1/N)$ this equals \eqref{eq:main}, so the mean frequencies cannot tell local from uniform softening. The surface mode can. Uniform softening shifts all layers alike and leaves $h=g$ in the site terms, so $t=-1$ and nothing decays inwards. A resolved surface component above the main E line would favour local softening. In the example, however, it lies only about 0.5 cm$^{-1}$ above the bulk line, too close to be resolved at the linewidth of 4 cm$^{-1}$ used above.

Either form fails when the optical phase or field varies across the film, when a substrate or strain changes the outer layers, or when resonance alters the Raman tensors from layer to layer. The computed values for each thickness are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
masses X, M: 32, 96 u; r for E: 1.6667; softening eta: 0.020
A: k = 300.0 N/m, g = 7.5 N/m, eta*k = 6.00 N/m, Raman sign of next layer = +1
E: k = 165.0 N/m, g = 2.5 N/m, eta*k = 3.30 N/m, Raman sign of next layer = -1
N: mean A, peak A, mean E, peak E (all cm^-1)
 1: 398.90, 398.90, 381.91, 381.91
 2: 401.88, 401.91, 381.05, 381.05
 3: 402.87, 403.17, 380.76, 380.83
 4: 403.36, 403.77, 380.61, 380.69
 6: 403.85, 404.28, 380.47, 380.51
10: 404.25, 404.55, 380.35, 380.36
A bulk: 404.84 cm^-1; bulk minus monolayer: +5.94 cm^-1
  springs only +9.85 cm^-1, softening only -4.01 cm^-1
E bulk: 380.19 cm^-1; bulk minus monolayer: -1.72 cm^-1
  springs only +2.09 cm^-1, softening only -3.84 cm^-1
A threshold eta: bulk diagonalization 0.05000, formula 0.05000
E threshold eta: bulk diagonalization 0.01099, formula 0.01091
bilayer breathing: full chain 39.21 cm^-1, rigid layers 39.89 cm^-1, eta = 0: 39.22 cm^-1
bilayer shear: full chain 22.79 cm^-1, rigid layers 23.03 cm^-1, eta = 0: 22.80 cm^-1
E surface mode: h = -6.667 N/m, amplitude ratio 0.375
  N = 10 highest E: 380.73 cm^-1, formula 380.72 cm^-1
  share in the two end layers: 0.861, formula 0.859
  Raman weight of the two highest E modes: 0.435
A strongest mode, N = 10: 404.62 cm^-1, Raman weight 0.866, end-layer share 0.024
Lorentzian full width used for peaks: 4.0 cm^-1
\end{verbatim}
